# How often is a defect level below the Fermi energy filled?: a numerical check

```python
"""
Result under test: a defect holding zero or one extra electron is filled with
probability
    f = 1 / (1 + r exp((E_t - E_F)/kT)),   r = g_empty / g_filled.
E_t: defect level, E_F: Fermi energy, kT: thermal energy, g: state counts.
For r = 1, T = 300 K, E_t - E_F = -60 meV, f is about 0.91, and this is also
the fraction of time for which a single defect is filled.
Energies are in eV, densities in cm^-3 and lengths in nm unless named otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

k_eV = const.k / const.e
T = 300.0
kT = k_eV * T
gap = -0.060


def filled(level_minus_fermi, thermal=kT, ratio=1.0):
    return expit(-(level_minus_fermi / thermal + np.log(ratio)))


f = float(filled(gap))
odds = np.exp(gap / kT)
assert abs(f - 0.91) < 0.005


# Exact canonical counting: fixed electron number, finite reservoir.
def canonical_test(level_count, g_empty, g_filled):
    levels = np.linspace(-0.4, 0.4, level_count)
    electrons = level_count // 2
    log_z = np.full(electrons + 1, -np.inf)
    log_z[0] = 0.0
    for energy in levels:
        log_z[1:] = np.logaddexp(log_z[1:], log_z[:-1] - energy / kT)
    log_filled = np.log(g_filled) - gap / kT + log_z[electrons - 1]
    log_empty = np.log(g_empty) + log_z[electrons]
    counted = expit(log_filled - log_empty)
    ratio = g_empty / g_filled

    def excess(mu):
        return (np.sum(filled(levels - mu)) + filled(gap - mu, kT, ratio)
                - electrons)

    mu = brentq(excess, -0.1, 0.1, xtol=1e-13)
    return counted, abs(counted - filled(gap - mu, kT, ratio))


canonical_results = []
for g_filled in (1, 2):
    small_count, small_error = canonical_test(400, 1, g_filled)
    large_count, large_error = canonical_test(1600, 1, g_filled)
    assert large_error < 0.0015
    assert large_error < 0.5 * small_error
    canonical_results.append((large_count, small_error, large_error))

# Silicon example: rough typical parameters, energies relative to band edge.
E_fermi = -0.110
E_defect = E_fermi + gap
E_donor = -0.045
mass_dos = 1.08
mass_speed = 0.26
permittivity = 11.7
cross_section = 1e-14
defect_density = 1e17


# Rates from a band with an arbitrary energy-dependent coupling.
def coupling(energy):
    return 1.0 + 5.0 * energy / (energy + 0.05)


def capture_integrand(energy):
    return np.sqrt(energy) * coupling(energy) * filled(energy - E_fermi)


def emission_integrand(energy):
    lattice_factor = np.exp(-(energy - E_defect) / kT)
    vacant = 1.0 - filled(energy - E_fermi)
    return np.sqrt(energy) * coupling(energy) * vacant * lattice_factor


capture_sum = quad(capture_integrand, 0, 1, epsabs=0, epsrel=1e-9, limit=300)[0]
emission_sum = quad(emission_integrand, 0, 1, epsabs=0, epsrel=1e-9, limit=300)[0]
rate_ratio = emission_sum / capture_sum
assert abs(rate_ratio / odds - 1) < 1e-6

# One random history of one defect; short time steps, fixed seed.
rng = np.random.default_rng(12)
p_capture = 0.2
p_emission = p_capture * rate_ratio
steps = 2_000_000
is_filled = False
filled_steps = 0
for draw in rng.random(steps).tolist():
    if is_filled:
        if draw < p_emission:
            is_filled = False
    elif draw < p_capture:
        is_filled = True
    filled_steps += is_filled
time_fraction = filled_steps / steps
# The tolerance is about five standard errors of this correlated history.
assert abs(time_fraction - f) < 0.003

# Sensitivity by finite difference.
step = 1e-5
slope_numeric = (filled(gap + step) - filled(gap - step)) / (2 * step)
slope = -f * (1 - f) / kT
assert abs(slope_numeric / slope - 1) < 1e-5


# Band electron density.
def band_states(temperature):
    mass = mass_dos * const.m_e
    return 2 * (2 * np.pi * mass * const.k * temperature
                / const.h**2)**1.5 * 1e-6


def electron_density(fermi, temperature):
    eta = fermi / (k_eV * temperature)
    integral = quad(lambda x: np.sqrt(x) * expit(eta - x), 0, 50,
                    epsabs=0, epsrel=1e-9, limit=200)[0]
    return band_states(temperature) * 2 / np.sqrt(np.pi) * integral


n = electron_density(E_fermi, T)
n_boltzmann = band_states(T) * np.exp(E_fermi / kT)
assert 0 < n_boltzmann / n - 1 < 0.01


# Phosphorus donors: filled state has two spin choices.
def ionized_fraction(fermi, temperature):
    return 1 / (1 + 2 * np.exp((fermi - E_donor) / (k_eV * temperature)))


donor_density = n / ionized_fraction(E_fermi, T)


def solve_fermi(temperature, traps):
    thermal = k_eV * temperature

    def charge(fermi):
        return (donor_density * ionized_fraction(fermi, temperature)
                - electron_density(fermi, temperature)
                - traps * filled(E_defect - fermi, thermal))

    return brentq(charge, -0.4, 0.0, xtol=1e-11)


fermi_traps = solve_fermi(T, defect_density)
f_traps = float(filled(E_defect - fermi_traps))
T_hot = 350.0
fermi_hot = solve_fermi(T_hot, 0.0)
f_hot = float(filled(E_defect - fermi_hot, k_eV * T_hot))
f_hot_fixed_gap = float(filled(gap, k_eV * T_hot))
assert fermi_traps < E_fermi and f_traps < f
assert fermi_hot < E_fermi and f_hot < f_hot_fixed_gap < f

# Capture and emission times.
speed = np.sqrt(3 * const.k * T / (mass_speed * const.m_e)) * 100
capture_rate = cross_section * speed * n
emission_rate = capture_rate * rate_ratio
empty_ps = 1e12 / capture_rate
filled_ps = 1e12 / emission_rate
broadening_meV = const.hbar / const.e * (capture_rate + emission_rate) * 1000

# Random ionized donors with linearly screened attraction.
screening_nm = np.sqrt(permittivity * const.epsilon_0 * kT
                       / (const.e * n * 1e6)) * 1e9
coulomb = const.e / (4 * np.pi * permittivity * const.epsilon_0) * 1e9
radius = 8 * screening_nm
ions_nm3 = n * 1e-21
sites = 20000
counts = rng.poisson(ions_nm3 * 4 * np.pi * radius**3 / 3, sites)
distances = radius * (1 - rng.random(counts.sum()))**(1 / 3)
site_index = np.repeat(np.arange(sites), counts)
attraction = np.bincount(
    site_index, weights=coulomb * np.exp(-distances / screening_nm) / distances,
    minlength=sites)
mean_attraction = (4 * np.pi * ions_nm3 * coulomb * screening_nm**2
                   * (1 - 9 * np.exp(-8)))
# The sampling error of the mean is near 0.1 meV.
assert abs(attraction.mean() - mean_attraction) < 0.0006
site_filling = filled(gap - (attraction - mean_attraction))
f_disorder = site_filling.mean()
low_site, high_site = np.percentile(site_filling, [10, 90])

f_real_ratio = float(filled(gap, kT, 0.5))
equivalent_shift = kT * np.log(2)
assert abs(filled(gap - equivalent_shift) - f_real_ratio) < 1e-12

print(f"Temperature: {T:.0f} K")
print(f"Thermal energy kT: {kT*1000:.3f} meV")
print(f"Level minus Fermi energy: {gap*1000:.0f} meV")
print(f"Exponent (E_t-E_F)/kT: {gap/kT:.4f}")
print(f"Empty-to-filled odds, r=1: {odds:.4f}")
print(f"Filled probability, r=1: {f:.4f} = {100*f:.1f} percent")
print(f"Empty probability, r=1: {100*(1-f):.1f} percent")
print(f"Wrong-sign answer: {100*filled(-gap):.1f} percent")
print(f"Wrong answer 1-odds: {100*(1-odds):.1f} percent")
for label, result in zip(("1", "1/2"), canonical_results):
    print(f"Canonical count, r={label}, 1600 levels: {result[0]:.4f}")
    print(f"  difference from formula, 400 levels: {result[1]:.5f}")
    print(f"  difference from formula, 1600 levels: {result[2]:.5f}")
print(f"Emission/capture ratio from band integral: {rate_ratio:.4f}")
print(f"Time fraction in random history: {time_fraction:.4f}")
print(f"Steps in random history: {steps}")
print(f"Occupancy slope: {slope*0.1:.3f} percentage points/meV")
print(f"Fermi energy from conduction edge: {E_fermi:.3f} eV")
print(f"Defect level from conduction edge: {E_defect:.3f} eV")
print(f"Donor level from conduction edge: {E_donor:.3f} eV")
print(f"Density-of-states mass: {mass_dos:.2f} electron masses")
print(f"Mass for thermal speed: {mass_speed:.2f} electron masses")
print(f"Relative permittivity: {permittivity:.1f}")
print(f"Band effective density at 300 K: {band_states(T):.3e} cm^-3")
print(f"Electron density: {n:.3e} cm^-3")
print(f"Boltzmann density excess: {100*(n_boltzmann/n-1):.2f} percent")
print(f"Phosphorus density: {donor_density:.3e} cm^-3")
print(f"Ionized donor fraction: {ionized_fraction(E_fermi,T):.3f}")
print(f"Capture cross-section: {cross_section:.1e} cm^2")
print(f"Thermal speed: {speed:.2e} cm/s")
print(f"Mean empty time: {empty_ps:.1f} ps")
print(f"Mean filled time: {filled_ps:.1f} ps")
print(f"Lifetime broadening: {broadening_meV:.3f} meV")
print(f"Filled, r=1/2: {100*f_real_ratio:.1f} percent")
print(f"Level shift equivalent to r=1/2: {-equivalent_shift*1000:.1f} meV")
print(f"Filled, level 50 meV below E_F: {100*filled(-0.050):.1f} percent")
print(f"Filled, level 70 meV below E_F: {100*filled(-0.070):.1f} percent")
print(f"Added defect density: {defect_density:.1e} cm^-3")
print(f"Fermi shift from added defects: {(fermi_traps-E_fermi)*1000:.2f} meV")
print(f"Filled with added defects: {100*f_traps:.1f} percent")
print(f"Higher temperature: {T_hot:.0f} K")
print(f"Fermi energy at higher temperature: {fermi_hot:.4f} eV")
print(f"Filled at higher T, gap kept 60 meV: {100*f_hot_fixed_gap:.1f} percent")
print(f"Filled at higher T, doping fixed: {100*f_hot:.1f} percent")
print(f"Screening length: {screening_nm:.2f} nm")
print(f"Mean filled with random donors: {100*f_disorder:.1f} percent")
print(f"Site occupancy, 10th percentile: {100*low_site:.1f} percent")
print(f"Site occupancy, 90th percentile: {100*high_site:.1f} percent")
print("tests ok")
```

It prints:

```
Temperature: 300 K
Thermal energy kT: 25.852 meV
Level minus Fermi energy: -60 meV
Exponent (E_t-E_F)/kT: -2.3209
Empty-to-filled odds, r=1: 0.0982
Filled probability, r=1: 0.9106 = 91.1 percent
Empty probability, r=1: 8.9 percent
Wrong-sign answer: 8.9 percent
Wrong answer 1-odds: 90.2 percent
Canonical count, r=1, 1600 levels: 0.9098
  difference from formula, 400 levels: 0.00267
  difference from formula, 1600 levels: 0.00065
Canonical count, r=1/2, 1600 levels: 0.9528
  difference from formula, 400 levels: 0.00164
  difference from formula, 1600 levels: 0.00040
Emission/capture ratio from band integral: 0.0982
Time fraction in random history: 0.9109
Steps in random history: 2000000
Occupancy slope: -0.315 percentage points/meV
Fermi energy from conduction edge: -0.110 eV
Defect level from conduction edge: -0.170 eV
Donor level from conduction edge: -0.045 eV
Density-of-states mass: 1.08 electron masses
Mass for thermal speed: 0.26 electron masses
Relative permittivity: 11.7
Band effective density at 300 K: 2.816e+19 cm^-3
Electron density: 3.978e+17 cm^-3
Boltzmann density excess: 0.50 percent
Phosphorus density: 4.621e+17 cm^-3
Ionized donor fraction: 0.861
Capture cross-section: 1.0e-14 cm^2
Thermal speed: 2.29e+07 cm/s
Mean empty time: 11.0 ps
Mean filled time: 111.8 ps
Lifetime broadening: 0.066 meV
Filled, r=1/2: 95.3 percent
Level shift equivalent to r=1/2: -17.9 meV
Filled, level 50 meV below E_F: 87.4 percent
Filled, level 70 meV below E_F: 93.7 percent
Added defect density: 1.0e+17 cm^-3
Fermi shift from added defects: -5.66 meV
Filled with added defects: 89.1 percent
Higher temperature: 350 K
Fermi energy at higher temperature: -0.1338 eV
Filled at higher T, gap kept 60 meV: 88.0 percent
Filled at higher T, doping fixed: 76.8 percent
Screening length: 6.48 nm
Mean filled with random donors: 90.3 percent
Site occupancy, 10th percentile: 86.3 percent
Site occupancy, 90th percentile: 95.0 percent
tests ok
```
